# The Correlation Factor of Oxygen Tracer Diffusion by Dilute Vacancies: a program that tests the result

```python
"""
Result under test: for a tracer atom moved by dilute vacancies, with equivalent
jumps along symmetry axes, the correlation factor is
    f = lim <R_n^2>/(n a^2) = (1 + c)/(1 - c),
R_n : tracer displacement after n tracer jumps, a : jump length,
c   : mean cosine of the angle between successive tracer jumps.
Also tested: the finite-n form, the power law of later cosines, the value of c
on the infinite simple cubic lattice, and the failure of the single-cosine
formula when the barriers are random.
"""
import itertools
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.sparse import csr_matrix, diags
from scipy.special import ive


def f_from_cosine(c):
    return (1 + c) / (1 - c)


# ---------- perfect lattices: vacancy position relative to the tracer ----------
def make_lattice(dim, norm2, primitive):
    steps = np.array([s for s in itertools.product((-1, 0, 1), repeat=dim)
                      if sum(x * x for x in s) == norm2], float)
    hops = np.rint(steps @ np.linalg.inv(np.array(primitive, float))).astype(int)
    return steps, hops


LATTICES = {
    "square": make_lattice(2, 1, np.eye(2)),
    "simple cubic": make_lattice(3, 1, np.eye(3)),
    "bcc": make_lattice(3, 3, [[-1, 1, 1], [1, -1, 1], [1, 1, -1]]),
    "fcc": make_lattice(3, 2, [[0, 1, 1], [1, 0, 1], [1, 1, 0]]),
}


def torus(size, dim):
    shape = (size,) * dim
    sites = np.indices(shape).reshape(dim, -1).T

    def flat(coords):
        return np.ravel_multi_index(tuple((np.atleast_2d(coords) % size).T), shape)
    return sites, flat


def next_jump_matrix(steps, hops, size):
    """Probability of each next exchange direction, given the last one."""
    z, dim = hops.shape
    sites, flat = torus(size, dim)
    n = len(sites)
    system = np.eye(n)
    source = np.zeros((n, z))
    start = np.arange(1, n)                      # site 0 is the tracer
    for k in range(z):
        target = flat(sites[1:] + hops[k])
        free = target != 0
        system[start[free], target[free]] -= 1 / z
        source[start[~free], k] = 1 / z
    hit = np.linalg.solve(system, source)
    return hit[flat(hops)]


def mean_cosine(steps, hops, size):
    matrix = next_jump_matrix(steps, hops, size)
    cosines = steps @ steps.T / (steps[0] @ steps[0])
    per_direction = (matrix * cosines).sum(axis=1)
    assert np.allclose(matrix.sum(axis=1), 1, atol=1e-8)
    assert np.ptp(per_direction) < 1e-8
    return per_direction.mean()


def f_by_propagation(steps, hops, size, n_steps=1200):
    """Growth of <R^2> per tracer jump from direct propagation in time."""
    z, dim = hops.shape
    sites, flat = torus(size, dim)
    n = len(sites)
    p = 1 / (n - 1)
    a2 = steps[0] @ steps[0]
    came_from = [flat(sites - h) for h in hops]
    before, after = flat(-hops), flat(hops)
    moment = np.zeros((n, dim))                  # E[R ; vacancy at site]
    r2 = [0.0]
    for _ in range(n_steps):
        new = np.zeros_like(moment)
        for k in range(z):
            new += moment[came_from[k]] / z
        at_hit = moment[before]
        gain = (-2 * (at_hit * steps).sum() + z * p * a2) / z
        new[0] = 0
        np.add.at(new, after, (at_hit - p * steps) / z)
        moment = new
        r2.append(r2[-1] + gain)
    half = n_steps // 2
    return (r2[-1] - r2[half]) / (n_steps - half) / (p * a2)


propagated, formula7, f_infinite, c_infinite = {}, {}, {}, {}
for name, (steps, hops) in LATTICES.items():
    formula7[name] = f_from_cosine(mean_cosine(steps, hops, 7))
    propagated[name] = f_by_propagation(steps, hops, 7)
    assert abs(formula7[name] - propagated[name]) < 1e-7, name
    sizes = (15, 31) if name == "square" else (7, 13)
    c_small, c_large = (mean_cosine(steps, hops, s) for s in sizes)
    n_small, n_large = (s ** hops.shape[1] for s in sizes)
    # finite-size error of the cosine falls as 1/(number of sites)
    c_infinite[name] = (n_large * c_large - n_small * c_small) / (n_large - n_small)
    f_infinite[name] = f_from_cosine(c_infinite[name])
assert abs(f_infinite["square"] - 1 / (np.pi - 1)) < 2e-4

# infinite simple cubic lattice: G(0,0,0) - G(2,0,0), with t = 3 exp(u)
green_difference = quad(lambda u: 6 * ive(1, np.exp(u)) * ive(0, np.exp(u)) ** 2,
                        -30, 16, limit=400, epsabs=1e-11)[0]
c_sc = -green_difference / 6
f_sc = f_from_cosine(c_sc)
assert abs(c_sc - c_infinite["simple cubic"]) < 3e-4

# finite number of jumps: sum over every path of five jumps
steps, hops = LATTICES["simple cubic"]
turn = next_jump_matrix(steps, hops, 7)
c7 = mean_cosine(steps, hops, 7)
n_jumps = 5
path_sum = 0.0
for path in itertools.product(range(6), repeat=n_jumps):
    weight = 1 / 6
    for i, j in zip(path, path[1:]):
        weight *= turn[i, j]
    end = steps[list(path)].sum(axis=0)
    path_sum += weight * (end @ end)
f5_paths = path_sum / n_jumps
f5_formula = f_from_cosine(c7) - 2 * c7 * (1 - c7 ** n_jumps) / (n_jumps * (1 - c7) ** 2)
assert abs(f5_paths - f5_formula) < 1e-8


# ---------- tracer and vacancy positions both kept: random barriers allowed ----
def conjugate_gradient(matrix, rhs):
    columns = []
    for b in rhs.T:
        x, r = np.zeros_like(b), b.copy()
        p, rr = r.copy(), r @ r
        goal = 1e-20 * rr
        for _ in range(20000):
            if rr <= goal:
                break
            q = matrix @ p
            alpha = rr / (p @ q)
            x += alpha * p
            r -= alpha * q
            rr_new = r @ r
            p = r + (rr_new / rr) * p
            rr = rr_new
        assert rr <= goal
        columns.append(x)
    return np.array(columns).T


def pair_walk(size, bond_rates):
    """Return f from the long-time variance, the first three mean cosines,
    and the variance rate. bond_rates[axis, site]: bond in the + direction."""
    sites, flat = torus(size, 3)
    n = len(sites)
    directions = np.vstack([np.eye(3, dtype=int), -np.eye(3, dtype=int)])
    neighbour = np.array([flat(sites + d) for d in directions])
    rate = np.vstack([bond_rates,
                      [bond_rates[ax, neighbour[ax + 3]] for ax in range(3)]])
    tracer, vacancy = np.where(~np.eye(n, dtype=bool))
    number = np.full((n, n), -1)
    number[tracer, vacancy] = np.arange(len(tracer))
    src, dst, w, move, exchange = [], [], [], [], []
    for k, d in enumerate(directions):
        target = neighbour[k, vacancy]
        swap = target == tracer
        src.append(np.arange(len(tracer)))
        dst.append(number[np.where(swap, vacancy, tracer), target])
        w.append(rate[k, vacancy])
        move.append(-np.outer(swap, d))
        exchange.append(swap)
    src, dst, w, exchange = map(np.concatenate, (src, dst, w, exchange))
    move = np.vstack(move).astype(float)
    m = len(tracer)
    jump = csr_matrix((w * exchange, (src, dst)), shape=(m, m))
    wander = csr_matrix((w * ~exchange, (src, dst)), shape=(m, m))
    until_jump = (diags(np.bincount(src, w, m)) - wander).tocsr()
    drift = np.array([np.bincount(src, w * move[:, i], m) for i in range(3)]).T
    events = (w * exchange).sum()
    cosines, rhs = [], drift
    for _ in range(3):
        later_jump = conjugate_gradient(until_jump, rhs)
        cosines.append((w[:, None] * move * later_jump[dst]).sum() / events)
        rhs = jump @ later_jump
    corrector = conjugate_gradient((until_jump - jump).tocsr(), drift)
    total = move + corrector[dst] - corrector[src]
    variance = (w[:, None] * total ** 2).sum()
    return variance / events, cosines, variance


box = 4
f_ordered, cos_ordered, var_ordered = pair_walk(box, np.ones((3, box ** 3)))
assert abs(f_ordered - f_from_cosine(cos_ordered[0])) < 1e-7
assert abs(cos_ordered[1] - cos_ordered[0] ** 2) < 1e-7
assert abs(cos_ordered[2] - cos_ordered[0] ** 3) < 1e-7

# ---------- worked example: fluorite-type oxide film (round, rough values) ----
temperature = 673.0            # K
spacing = 0.27e-9              # m, oxygen-oxygen jump length
barrier = 0.60                 # eV
attempt = 5e12                 # 1/s
x_vac = 1e-4                   # vacancies per oxygen site
film = 100e-9                  # m
k_surface = 1e-10              # m/s, surface exchange coefficient
eps_r = 25.0
binding = 0.20                 # eV, vacancy-acceptor attraction
spread = 0.10                  # eV, standard deviation of random barriers
kT = const.k * temperature / const.e
jump_rate = attempt * np.exp(-barrier / kT)
d_vac = spacing ** 2 * jump_rate
d_charge = x_vac * d_vac
d_tracer = f_sc * d_charge
density = x_vac / spacing ** 3
sigma = 4 * const.e ** 2 * density * d_vac / (const.k * temperature)
cross_time = film ** 2 / d_tracer
depth_hour = np.sqrt(d_tracer * 3600)

mean_distance = density ** (-1 / 3)
coulomb = 4 * const.e / (4 * np.pi * const.epsilon_0 * eps_r * mean_distance)
# doubly charged vacancies balanced by two singly charged acceptors each
debye = np.sqrt(eps_r * const.epsilon_0 * const.k * temperature
                / (const.e ** 2 * 6 * density))
# two acceptors per vacancy, eight oxygen neighbours per acceptor
trapped_to_free = 16 * x_vac * np.exp(binding / kT)

rng = np.random.default_rng(5)
disordered = []
for _ in range(6):
    rates = np.exp(-spread * rng.standard_normal((3, box ** 3)) / kT)
    f_true, cosines, variance = pair_walk(box, rates)
    disordered.append((f_true, f_from_cosine(cosines[0]), cosines[0],
                       cosines[1], variance / var_ordered))
disordered = np.array(disordered)
assert np.max(np.abs(disordered[:, 0] - disordered[:, 1])) > 1e-3
dis = disordered.mean(axis=0)

print("PERFECT LATTICES")
for name in LATTICES:
    print(f"{name}, 7-site period: f propagated {propagated[name]:.6f},"
          f" formula {formula7[name]:.6f}")
for name in LATTICES:
    print(f"{name}, infinite: c = {c_infinite[name]:.4f}, f = {f_infinite[name]:.4f}")
print(f"square lattice closed value 1/(pi-1) = {1/(np.pi-1):.4f}")
print(f"simple cubic G(000)-G(200) = {green_difference:.6f}")
print(f"simple cubic c = {c_sc:.6f}, f = {f_sc:.6f}")
print(f"reversal-only estimate, z=6: c = {-1/6:.4f}, f = {f_from_cosine(-1/6):.4f}")
print(f"five jumps, period 7: paths {f5_paths:.6f}, formula {f5_formula:.6f}")
print(f"period 4: cosines 1,2,3 = {cos_ordered[0]:.6f}, {cos_ordered[1]:.6f},"
      f" {cos_ordered[2]:.6f}")
print(f"period 4: f from variance = {f_ordered:.6f}")
print("FILM EXAMPLE: INPUTS")
print(f"temperature = {temperature:.0f} K, kT = {kT:.4f} eV")
print(f"jump length = {spacing*1e9:.2f} nm, barrier = {barrier:.2f} eV")
print(f"attempt frequency = {attempt:.1e} 1/s, vacancy site fraction = {x_vac:.1e}")
print(f"film thickness = {film*1e9:.0f} nm")
print("FILM EXAMPLE: RESULTS")
print(f"vacancy jump rate per direction = {jump_rate:.3e} 1/s")
print(f"vacancy diffusivity = {d_vac*1e4:.3e} cm2/s")
print(f"charge-derived oxygen diffusivity = {d_charge*1e4:.3e} cm2/s")
print(f"tracer diffusivity = {d_tracer*1e4:.3e} cm2/s = {d_tracer:.3e} m2/s")
print(f"vacancy density = {density*1e-6:.3e} 1/cm3")
print(f"ionic conductivity = {sigma/100:.3e} S/cm")
print(f"film crossing time L^2/D* = {cross_time:.2f} s")
print(f"tracer depth sqrt(D* t) after 1 h = {depth_hour*1e6:.3f} um")
print(f"depth ratio with f / without f = {np.sqrt(f_sc):.4f}")
print("NEGLECTED EFFECTS")
print(f"surface exchange coefficient (input) = {k_surface*100:.1e} cm/s")
print(f"surface-limited filling time L/k = {film/k_surface:.0f} s")
print(f"critical thickness D*/k = {d_tracer/k_surface*1e6:.2f} um")
print(f"binding (input) = {binding:.2f} eV, trapped/free vacancies = {trapped_to_free:.4f}")
print(f"relative permittivity (input) = {eps_r:.0f}")
print(f"mean vacancy distance = {mean_distance*1e9:.2f} nm, Debye length = {debye*1e9:.2f} nm")
print(f"Coulomb energy at that distance: bare {coulomb:.4f} eV,"
      f" screened {coulomb*np.exp(-mean_distance/debye):.5f} eV")
print(f"mean number of other vacancies next to tracer = {6*x_vac:.1e}")
print(f"jump-rate loss of mass 18 against 16, at most = {100*(1-np.sqrt(16/18)):.2f} %")
print(f"RANDOM BARRIERS, spread {spread:.2f} eV, period {box}, mean of {len(disordered)} samples")
print(f"f from variance = {dis[0]:.4f} (range {disordered[:,0].min():.4f}"
      f" to {disordered[:,0].max():.4f})")
print(f"single-cosine formula, mean = {dis[1]:.4f}")
print(f"first cosine = {dis[2]:.4f}, second cosine = {dis[3]:.4f},"
      f" mean squared first = {np.mean(disordered[:,2]**2):.4f}")
print(f"tracer diffusivity, random/ordered at equal mean barrier = {dis[4]:.3f}")
print("OK")
```

Printed output:

```
PERFECT LATTICES
square, 7-site period: f propagated 0.490058, formula 0.490058
simple cubic, 7-site period: f propagated 0.656084, formula 0.656084
bcc, 7-site period: f propagated 0.730188, formula 0.730188
fcc, 7-site period: f propagated 0.784574, formula 0.784574
square, infinite: c = -0.3634, f = 0.4669
simple cubic, infinite: c = -0.2099, f = 0.6531
bcc, infinite: c = -0.1580, f = 0.7272
fcc, infinite: c = -0.1227, f = 0.7814
square lattice closed value 1/(pi-1) = 0.4669
simple cubic G(000)-G(200) = 1.259050
simple cubic c = -0.209842, f = 0.653109
reversal-only estimate, z=6: c = -0.1667, f = 0.7143
five jumps, period 7: paths 0.713062, formula 0.713062
period 4: cosines 1,2,3 = -0.193750, 0.037539, -0.007273
period 4: f from variance = 0.675393
FILM EXAMPLE: INPUTS
temperature = 673 K, kT = 0.0580 eV
jump length = 0.27 nm, barrier = 0.60 eV
attempt frequency = 5.0e+12 1/s, vacancy site fraction = 1.0e-04
film thickness = 100 nm
FILM EXAMPLE: RESULTS
vacancy jump rate per direction = 1.606e+08 1/s
vacancy diffusivity = 1.171e-07 cm2/s
charge-derived oxygen diffusivity = 1.171e-11 cm2/s
tracer diffusivity = 7.648e-12 cm2/s = 7.648e-16 m2/s
vacancy density = 5.081e+18 1/cm3
ionic conductivity = 6.575e-06 S/cm
film crossing time L^2/D* = 13.07 s
tracer depth sqrt(D* t) after 1 h = 1.659 um
depth ratio with f / without f = 0.8082
NEGLECTED EFFECTS
surface exchange coefficient (input) = 1.0e-08 cm/s
surface-limited filling time L/k = 1000 s
critical thickness D*/k = 7.65 um
binding (input) = 0.20 eV, trapped/free vacancies = 0.0503
relative permittivity (input) = 25
mean vacancy distance = 5.82 nm, Debye length = 1.62 nm
Coulomb energy at that distance: bare 0.0396 eV, screened 0.00110 eV
mean number of other vacancies next to tracer = 6.0e-04
jump-rate loss of mass 18 against 16, at most = 5.72 %
RANDOM BARRIERS, spread 0.10 eV, period 4, mean of 6 samples
f from variance = 0.1885 (range 0.1210 to 0.2607)
single-cosine formula, mean = 0.1700
first cosine = -0.7121, second cosine = 0.5878, mean squared first = 0.5118
tracer diffusivity, random/ordered at equal mean barrier = 1.086
OK
```
